# Detailed balance and the angular distribution of desorbing molecules: verification in Python

```python
"""
Result under test: at equilibrium the desorbing flux per solid angle is
    D(theta) = (Phi/pi) * S_T(theta) * cos(theta),
where Phi is the incident flux and S_T the thermal sticking probability for
incidence from polar angle theta. If sticking depends on E*cos(theta)**q,
    d ln D / d ln cos(theta) = 1 + q*(<E>/kT - 2),
with <E> the mean translational energy of molecules desorbing at theta.
A barrier E0 in normal energy (q=2) then gives forward-peaked desorption.

Part 1 follows classical trajectories over a corrugated barrier, in units
kT = mass = 1. Part 2 integrates over molecular speed in SI units and eV.
"""
import numpy as np
from scipy.constants import k as k_B, e as charge, atomic_mass
from scipy.optimize import brentq
from scipy.special import erf

# ---------------- Part 1: trajectories ----------------
rng = np.random.default_rng(20417)
BARRIER, CORRUGATION, WAVE = 2.0, 0.3, 2.0
WIDTH, WELL, STEP_WIDTH = 0.5, 0.5, 0.25
PLANE, DT, BINS = 2.5, 0.04, 5


def force(r):
    """Force from a corrugated Gaussian barrier plus a smooth inner well."""
    x, y, z = r
    g = np.exp(-z * z / (2 * WIDTH**2))
    height = BARRIER + CORRUGATION * (np.cos(WAVE * x) + np.cos(WAVE * y))
    ez = np.exp(z / STEP_WIDTH)
    fx = CORRUGATION * WAVE * np.sin(WAVE * x) * g
    fy = CORRUGATION * WAVE * np.sin(WAVE * y) * g
    fz = height * g * z / WIDTH**2 - WELL * ez / (STEP_WIDTH * (1 + ez)**2)
    return np.array([fx, fy, fz])


def trajectories(side, count):
    """Start an equilibrium flux at z = side*PLANE, moving to the barrier.
    Return initial velocity, final velocity and exit side (0: unresolved)."""
    r = np.empty((3, count))
    r[:2] = rng.uniform(0, 2 * np.pi / WAVE, (2, count))
    r[2] = side * PLANE
    v = rng.normal(size=(3, count))
    v[2] = -side * np.sqrt(2 * rng.exponential(size=count))
    v_start, v_end = v.copy(), np.zeros_like(v)
    exit_side = np.zeros(count, dtype=int)
    active = np.arange(count)
    f = force(r)
    for _ in range(1000):
        for _ in range(10):
            v += 0.5 * DT * f
            r += DT * v
            f = force(r)
            v += 0.5 * DT * f
        done = (np.abs(r[2]) > PLANE) & (r[2] * v[2] > 0)
        if done.any():
            v_end[:, active[done]] = v[:, done]
            exit_side[active[done]] = np.sign(r[2, done]).astype(int)
            keep = ~done
            r, v, f, active = r[:, keep], v[:, keep], f[:, keep], active[keep]
        if active.size == 0:
            break
    return v_start, v_end, exit_side


def kinetic(v):
    return 0.5 * np.sum(v * v, axis=0)


def angular_counts(v):
    """Counts in equal intervals of cos(theta)**2."""
    c2 = v[2]**2 / np.sum(v * v, axis=0)
    index = np.minimum((BINS * c2).astype(int), BINS - 1)
    return np.bincount(index, minlength=BINS)


N_GAS, N_INNER = 80000, 140000
gas_start, gas_end, gas_exit = trajectories(+1, N_GAS)
inner_start, inner_end, inner_exit = trajectories(-1, N_INNER)
unresolved = max(np.mean(gas_exit == 0), np.mean(inner_exit == 0))
assert unresolved < 1e-3

stuck, reflected = gas_exit == -1, gas_exit == 1
desorbed = inner_exit == 1
energy_error = np.concatenate([
    kinetic(gas_end[:, stuck]) - WELL - kinetic(gas_start[:, stuck]),
    kinetic(gas_end[:, reflected]) - kinetic(gas_start[:, reflected]),
    kinetic(inner_end[:, desorbed]) + WELL
    - kinetic(inner_start[:, desorbed])])
rms_energy_error = np.sqrt(np.mean(energy_error**2))
assert rms_energy_error < 5e-3

# Fluxes in units of the total incident gas flux. The equilibrium density
# on the inner side is larger by the Boltzmann factor exp(WELL).
inner_weight = np.exp(WELL)
p_stick = angular_counts(gas_start[:, stuck]) / N_GAS
p_reflect = angular_counts(gas_end[:, reflected]) / N_GAS
p_emit = angular_counts(inner_end[:, desorbed]) / N_INNER
flux_des = inner_weight * p_emit
var_stick = p_stick * (1 - p_stick) / N_GAS
var_reflect = p_reflect * (1 - p_reflect) / N_GAS
var_des = inner_weight**2 * p_emit * (1 - p_emit) / N_INNER

# Limits of 4.5 standard errors allow for the finite number of trajectories.
z_balance = (flux_des - p_stick) / np.sqrt(var_des + var_stick)
assert np.all(np.abs(z_balance) < 4.5)
total_out = flux_des + p_reflect
z_total = (total_out - 1 / BINS) / np.sqrt(var_des + var_reflect)
assert np.all(np.abs(z_total) < 4.5)
# A cosine law for the desorbed part alone must be clearly excluded.
z_peak = (flux_des[-1] - flux_des[0]) / np.sqrt(var_des[-1] + var_des[0])
assert z_peak > 20

energy_stuck = kinetic(gas_start[:, stuck])
energy_des = kinetic(inner_end[:, desorbed])
energy_se = np.sqrt(energy_stuck.var() / energy_stuck.size
                    + energy_des.var() / energy_des.size)
assert abs(energy_stuck.mean() - energy_des.mean()) < 4.5 * energy_se

# ---------------- Part 2: speed integrals ----------------
T, PRESSURE, MASS_U = 800.0, 1.0, 30.0
E0, THRESHOLD_WIDTH, E_TRAP = 0.30, 0.10, 0.30
kT = k_B * T / charge
mass = MASS_U * atomic_mass
density = PRESSURE / (k_B * T)
v_probable = np.sqrt(2 * k_B * T / mass)
phi_in = PRESSURE / np.sqrt(2 * np.pi * mass * k_B * T)
eps = E0 / kT
nodes, weights = np.polynomial.legendre.leggauss(200)


def sharp(energy):
    return (energy > E0).astype(float)


def smooth(energy):
    return 0.5 * (1 + erf((energy - E0) / THRESHOLD_WIDTH))


def trapping(energy):
    return np.exp(-energy / E_TRAP)


def always(energy):
    return np.ones_like(energy)


def emission(c, stick, q=2, moment=0):
    """Integral over speed of incident flux * sticking * energy**moment,
    per solid angle, at c = cos(theta); speed in units of v_probable."""
    split = np.sqrt(E0 / (kT * c**q))
    total = 0.0
    for low, high in ((0.0, split), (split, split + 8.0)):
        u = 0.5 * (high - low) * nodes + 0.5 * (high + low)
        energy = kT * u * u
        y = u**3 * np.exp(-u * u) * stick(energy * c**q) * energy**moment
        total += 0.5 * (high - low) * np.dot(weights, y)
    return density * v_probable * np.pi**-1.5 * c * total


def mean_energy(c, stick, q=2):
    return emission(c, stick, q, 1) / emission(c, stick, q)


def exponent(c, stick, q=2):
    return 1 + q * (mean_energy(c, stick, q) / kT - 2)


def sharp_average(c):
    x = eps / c**2
    return (1 + x) * np.exp(-x)


def sharp_profile(c):
    return c * sharp_average(c) / sharp_average(1.0)


angles = np.array([0.0, 15.0, 30.0, 45.0, 60.0])
cosines = np.cos(np.radians(angles))
for c in cosines:
    assert np.isclose(emission(c, always), phi_in * c / np.pi, rtol=1e-9)
    assert np.isclose(emission(c, sharp),
                      phi_in / np.pi * c * sharp_average(c), rtol=1e-8)
    x = eps / c**2
    assert np.isclose(mean_energy(c, sharp), kT * (2 + x*x / (1 + x)),
                      rtol=1e-8)
    assert np.isclose(emission(c, trapping),
                      phi_in / np.pi * c / (1 + kT * c*c / E_TRAP)**2,
                      rtol=1e-8)

# Local exponent from finite differences of the angular distribution.
h = 1e-3
for stick in (sharp, smooth, trapping):
    for q in (0, 1, 2):
        for c in cosines[1:]:
            slope = np.log(emission(c * np.exp(h), stick, q)
                           / emission(c * np.exp(-h), stick, q)) / (2 * h)
            assert abs(slope - exponent(c, stick, q)) < 1e-3

# Exponent at the normal from the curvature in angle.
m_sharp = 1 + 2 * eps**2 / (1 + eps)
m_smooth, m_trap = exponent(1.0, smooth), exponent(1.0, trapping)
delta = 0.005
for stick, m in ((sharp, m_sharp), (smooth, m_smooth), (trapping, m_trap)):
    ratio = emission(np.cos(delta), stick) / emission(1.0, stick)
    assert abs(-2 * np.log(ratio) / delta**2 - m) < 2e-3 * max(1.0, m)

# Rising sticking narrows D/cos(theta); falling sticking broadens it.
for stick, sign in ((sharp, -1), (smooth, -1), (trapping, 1)):
    scaled = np.array([emission(c, stick) / c for c in cosines])
    assert np.all(sign * np.diff(scaled) > 0)

# Integrals over the hemisphere.
c_nodes, c_weights = 0.5 * (nodes + 1), 0.5 * weights
total_flux = 2 * np.pi * np.dot(
    c_weights, [emission(c, sharp) for c in c_nodes])
total_energy = 2 * np.pi * np.dot(
    c_weights, [emission(c, sharp, 2, 1) for c in c_nodes])
assert np.isclose(total_flux, phi_in * np.exp(-eps), rtol=1e-7)
assert np.isclose(total_energy / total_flux, 2 * kT + E0, rtol=1e-7)

half_angle = np.degrees(brentq(
    lambda a: sharp_profile(np.cos(a)) - 0.5, 0.01, 1.2))

# ---------------- Printed numbers ----------------
print("TRAJECTORIES (kT = mass = 1)")
print(f"mean barrier term {BARRIER:.2f} kT, inner well {WELL:.2f} kT")
print(f"corrugation amplitude {CORRUGATION:.2f} kT along x and y")
print(f"trajectories: gas {N_GAS}, inner plane {N_INNER}")
print(f"largest unresolved fraction {unresolved:.1e}")
print(f"rms energy error {rms_energy_error:.1e} kT")
print("fluxes / total incident flux, by cos^2(theta) interval:")
print("interval   sticking  desorbing  std.err.diff  total out")
for j in range(BINS):
    se = np.sqrt(var_des[j] + var_stick[j])
    print(f"{j/BINS:.1f}-{(j+1)/BINS:.1f}    {p_stick[j]:.5f}   "
          f"{flux_des[j]:.5f}    {se:.5f}       {total_out[j]:.4f}")
print(f"sum: sticking {p_stick.sum():.4f}, desorbing {flux_des.sum():.4f}")
print(f"mean energy sticking {energy_stuck.mean():.3f} kT")
print(f"mean energy desorbing {energy_des.mean():.3f} kT")
print(f"standard error of energy difference {energy_se:.3f} kT")
print("WORKED EXAMPLE")
print(f"T = {T:.0f} K, p = {PRESSURE:.1f} Pa, mass = {MASS_U:.0f} u")
print(f"E0 = {E0:.2f} eV, kT = {kT:.5f} eV, E0/kT = {eps:.4f}")
print(f"incident flux = {phi_in:.4e} m^-2 s^-1")
print(f"thermal sticking exp(-E0/kT) = {np.exp(-eps):.5f}")
print(f"total desorbing flux = {total_flux:.4e} m^-2 s^-1")
print(f"normal desorbing flux = {emission(1.0, sharp):.4e} m^-2 s^-1 sr^-1")
print(f"S_T at normal = {sharp_average(1.0):.5f}")
print(f"exponent m at normal, sharp barrier = {m_sharp:.3f}")
print(f"half-maximum angle = {half_angle:.2f} deg (cosine law: 60 deg)")
print("theta/deg  S_T        D/D(0)    cos^m     exponent  <E>/eV")
for a, c in zip(angles, cosines):
    print(f"{a:4.0f}       {sharp_average(c):.3e}  {sharp_profile(c):.5f}   "
          f"{c**m_sharp:.5f}   {exponent(c, sharp):6.2f}    "
          f"{mean_energy(c, sharp):.4f}")
print(f"mean energy, whole hemisphere = {total_energy/total_flux:.4f} eV")
print(f"mean energy of equilibrium flux 2kT = {2*kT:.4f} eV")
print(f"smooth threshold: width {THRESHOLD_WIDTH:.2f} eV, m = {m_smooth:.3f}")
print(f"smooth threshold: <E> at normal = {mean_energy(1.0, smooth):.4f} eV")
for q in (0, 1, 2):
    print(f"sharp barrier, scaling q = {q}: exponent at normal = "
          f"{exponent(1.0, sharp, q):.3f}")
print(f"falling trapping: scale {E_TRAP:.2f} eV, m = {m_trap:.3f}")
print(f"falling trapping: <E> at normal = {mean_energy(1.0, trapping):.4f} eV")
print("PASS")
```

It prints:

```
TRAJECTORIES (kT = mass = 1)
mean barrier term 2.00 kT, inner well 0.50 kT
corrugation amplitude 0.30 kT along x and y
trajectories: gas 80000, inner plane 140000
largest unresolved fraction 0.0e+00
rms energy error 1.8e-05 kT
fluxes / total incident flux, by cos^2(theta) interval:
interval   sticking  desorbing  std.err.diff  total out
0.0-0.2    0.00003   0.00002    0.00002       0.1998
0.2-0.4    0.00556   0.00524    0.00036       0.1997
0.4-0.6    0.02860   0.02906    0.00083       0.2016
0.6-0.8    0.05769   0.05954    0.00116       0.2008
0.8-1.0    0.08345   0.08572    0.00138       0.2024
sum: sticking 0.1753, desorbing 0.1796
mean energy sticking 3.687 kT
mean energy desorbing 3.666 kT
standard error of energy difference 0.017 kT
WORKED EXAMPLE
T = 800 K, p = 1.0 Pa, mass = 30 u
E0 = 0.30 eV, kT = 0.06894 eV, E0/kT = 4.3517
incident flux = 1.7007e+22 m^-2 s^-1
thermal sticking exp(-E0/kT) = 0.01288
total desorbing flux = 2.1914e+20 m^-2 s^-1
normal desorbing flux = 3.7330e+20 m^-2 s^-1 sr^-1
S_T at normal = 0.06896
exponent m at normal, sharp barrier = 8.077
half-maximum angle = 22.47 deg (cosine law: 60 deg)
theta/deg  S_T        D/D(0)    cos^m     exponent  <E>/eV
   0       6.896e-02  1.00000   1.00000     8.08    0.3818
  15       5.340e-02  0.74799   0.75577     8.68    0.4026
  30       2.055e-02  0.25806   0.31292    10.90    0.4791
  45       1.611e-03  0.01652   0.06085    16.61    0.6760
  60       5.074e-07  0.00000   0.00370    33.92    1.2727
mean energy, whole hemisphere = 0.4379 eV
mean energy of equilibrium flux 2kT = 0.1379 eV
smooth threshold: width 0.10 eV, m = 6.554
smooth threshold: <E> at normal = 0.3293 eV
sharp barrier, scaling q = 0: exponent at normal = 1.000
sharp barrier, scaling q = 1: exponent at normal = 4.539
sharp barrier, scaling q = 2: exponent at normal = 8.077
falling trapping: scale 0.30 eV, m = 0.253
falling trapping: <E> at normal = 0.1121 eV
PASS
```
